Debye relaxation: why the dipole time is three times the rank-two time, part 2

A rigid molecule carries a fixed dipole of magnitude μ along the unit vector u. Its direction diffuses by small, independent steps, equally likely in all tangential directions, with rotational diffusion constant D (unit s⁻¹, angles in radians). Inertia and interactions between dipoles are neglected. We ask how a field E, meaning the field that acts on the dipole, orients such molecules, and when the free correlation times keep their ratio of three.

With θ the angle between u and the field, put z = cosθ. At temperature T the field strength enters through

x = μE/(k_B T).

The density g(z,t), normalized to one over -1 ≤ z ≤ 1, obeys

∂g/∂t = D ∂_z[(1 - z²)(∂_z g - xg)].

The field-free operator is D times A, where

A g = d/dz[(1 - z²) dg/dz].

The Legendre polynomial P_l has degree l and is orthogonal on this interval to every polynomial of lower degree. In particular, P_1(z) = z and P_2(z) = (3z² - 1)/2. With a prime for d/dz,

d/dz[(1 - z²)P_l'] = -l(l+1)P_l, P_l(1) = 1, P_l'(1) = l(l+1)/2.

The first of these is Legendre's equation; a polynomial solution is fixed by its value at z = 1. For any fixed unit vector n, with ∇² the Laplacian on the unit sphere,

∇²P_l(u·n) = -l(l+1)P_l(u·n).

For a small angle Θ between old and new directions, section 8 found

1 - P_l(cosΘ) ≈ l(l+1)Θ²/4.

The rank-l correlation, averaged over the field-free equilibrium ensemble, is

C_l(t) = <P_l(u(0)·u(t))>, t ≥ 0.

Free diffusion gives

C_l(t) = exp[-l(l+1)Dt],

with correlation times

τ_1 = 1/(2D), τ_2 = 1/(6D), τ_1 = 3τ_2.

In the example D = 2.00×10¹⁰ s⁻¹, so τ_1 = 25.0 ps and τ_2 = 8.33 ps. At t = 10 ps, Dt = 0.200, C_1 = 0.670 and C_2 = 0.301.

### 11. How a field couples the ranks

Define the order parameters

p_l(t) = ∫ P_l(z)g(z,t) dz, p_0 = 1.

Multiply the diffusion equation by P_l and integrate by parts. The end terms vanish because of 1 - z²:

dp_l/dt = -D∫ (1 - z²)P_l'(∂_z g - xg) dz.

A second integration by parts in the term with ∂_z g gives

-D∫ (1 - z²)P_l' ∂_z g dz = D∫ g d/dz[(1 - z²)P_l'] dz = -l(l+1)D p_l.

The remaining term is

Dx∫ Q g dz, where Q = (1 - z²)P_l'.

To express it through order parameters, expand the polynomial Q in Legendre polynomials. Its degree is l + 1. For k ≤ l - 2,

∫ QP_k dz = -∫ P_l d/dz[(1 - z²)P_k] dz = 0,

because the derivative in the second integral has degree k + 1 < l. The coefficient of P_l is also zero. Indeed P_l(-z) is again orthogonal to all lower degrees, so P_l is either even or odd, and Q has the opposite parity. What remains is

Q = aP_{l-1} + bP_{l+1}.

At z = 1, Q vanishes and both polynomials equal one, so b = -a. The derivative at z = 1 fixes a. On the left, Q'(1) = -l(l+1). On the right,

a[P_{l-1}'(1) - P_{l+1}'(1)] = a[(l-1)l - (l+1)(l+2)]/2 = -(2l+1)a.

Hence a = l(l+1)/(2l+1). The field couples each rank to its two neighbours:

dp_l/dt = -l(l+1)D p_l + Dx [l(l+1)/(2l+1)](p_{l-1} - p_{l+1}).

This equation holds for any field strength within the model, and also when x depends on time. It was tested symbolically for l = 1 to 4 on a density that was not a solution chosen in advance.

### 12. The weak-field solution

Suppose that the density is uniform before the field acts. All p_l with l ≥ 1 are then zero. The field first creates p_1 from p_0, then p_2 from p_1, so p_1 starts at order x and p_2 at order x². In the equation for l = 1, the term xp_2 is of order x³. To first order,

dp_1/dt = -2D p_1 + (2/3)Dx.

The corresponding density is

g(z,t) = (1/2)[1 + 3p_1(t)z].

Its integral is one. Its mean z is (3/2)p_1∫ z² dz = p_1, as required. It also satisfies the diffusion equation to first order. The left side is (3/2)z dp_1/dt. On the right, the free term gives D(3/2)p_1 Az = -3Dp_1z. The field acts on the uniform part 1/2 and gives -Dx ∂_z[(1 - z²)/2] = Dxz. Equating the coefficients of z and dividing by 3/2 returns the equation for p_1.

In a constant field switched on at t = 0, write the equation as

dp_1/dt = -2D(p_1 - x/3).

The difference p_1 - x/3 starts at -x/3 and decays with rate 2D. Hence

p_1(t) = (x/3)[1 - exp(-2Dt)].

The build-up and the free correlation C_1 have the same time τ_1. The final mean moment per dipole is

μp_1 = μx/3 = μ²E/(3k_B T).

It falls with temperature because thermal motion opposes orientation. The diffusion constant sets the speed of the approach but is absent from the final moment.

For the example take T = 300 K, μ = 6.00×10⁻³⁰ C m and E = 1.00×10⁷ V/m. With k_B T = 4.14×10⁻²¹ J,

x = (6.00×10⁻³⁰ × 1.00×10⁷)/(4.14×10⁻²¹) = 0.0145,
p_1 = x/3 = 0.00483.

The average orientation is small even though each molecule has its full dipole. The field is weak only in the sense that x is small: in laboratory terms it is large, of the order at which many liquids conduct strongly or break down. After 10 ps the build-up has reached the fraction 1 - 0.670 = 0.330 of its final value.

### 13. An oscillating field

Let the field parameter vary as Re[x exp(iωt)], with real amplitude x. After transients have died out, p_1 = Re[p̂ exp(iωt)]. The first-order equation becomes

iωp̂ = -2Dp̂ + (2/3)Dx.

Solve for p̂ and divide numerator and denominator by 2D:

p̂ = (2Dx/3)/(2D + iω) = (x/3)/(1 + iωτ_1).

The normalized response R = p̂/(x/3) is the Debye form. Multiplying above and below by 1 - iωτ_1 separates its parts:

R = R' - iR'',
R' = 1/(1 + ω²τ_1²),
R'' = ωτ_1/(1 + ω²τ_1²).

The minus sign belongs to the convention exp(iωt). In real form the moment is

μp_1 = μ(x/3)[R' cosωt + R'' sinωt],

so R'' measures the part that lags a quarter of a period behind the field. With the field E cosωt, the mean power taken up per dipole is the time average of E cosωt times the rate of change of the moment. The R' term averages to zero, and the average of cos²ωt is 1/2:

power = (1/2)μE(x/3)ωR''.

It is positive, as a passive system requires.

Put y = ωτ_1. The derivative of y/(1 + y²) is (1 - y²)/(1 + y²)², so R'' has its maximum at y = 1. In the example the peak frequency is

1/(2πτ_1) = 1/(2π × 25.0 ps) = 6.37 GHz.

The absorbed power contains the further factor ω. It is proportional to y²/(1 + y²) at fixed field amplitude, and it rises towards a plateau within this model instead of peaking with R''. At very high frequencies the neglect of inertia makes that plateau unreliable.

At 10 GHz,

y = 2π × 10.0×10⁹ s⁻¹ × 25.0×10⁻¹² s = 1.571,
R' = 1/(1 + 2.467) = 0.288,
R'' = 1.571/3.467 = 0.453.

The dipoles follow the field with less than a third of their static in-phase response, and the lagging part is larger than the in-phase part.

### 14. Rank two does not switch on as it switches off

A constant field also aligns the molecular axes, but to second order. For l = 2 the hierarchy gives

dp_2/dt = -6D p_2 + (6/5)Dx p_1,

where p_3 has been omitted because it is of order x³. In the steady state p_2 = xp_1/5 = x²/15. In the example this is 1.40×10⁻⁵, much smaller than p_1.

During the build-up, p_1 is itself changing. Put s = Dt and insert the result for p_1:

dp_2/ds + 6p_2 = (2x²/5)[1 - exp(-2s)].

Multiplying by exp(6s) makes the left side the derivative of p_2 exp(6s). Integration from zero gives

p_2 exp(6s) = (2x²/5){[exp(6s) - 1]/6 - [exp(4s) - 1]/4}.

Multiply by exp(-6s). The constant term in the braces is 1/6, the coefficient of exp(-2s) is -1/4, and that of exp(-6s) is -1/6 + 1/4 = 1/12. Taking out the factor 1/6,

p_2 = (x²/15)[1 - (3/2)exp(-2Dt) + (1/2)exp(-6Dt)].

For short times the terms linear in s cancel, and the bracket starts as 6s². Alignment cannot begin at a finite rate because it has to wait for p_1. At long times the slower term exp(-2Dt) dominates. The final approach of the rank-two signal is therefore governed by the dipole time τ_1.

At 10 ps the bracket is

1 - 1.5 × 0.6703 + 0.5 × 0.3012 = 0.145.

A single exponential with time τ_2 would have given 1 - 0.301 = 0.699. The numerical solution of the full diffusion equation at x = 0.05 gives 0.145 for the same normalized rise.

When the field is removed, x becomes zero and the coupling disappears. Then p_2 decays as exp(-6Dt), with the time τ_2. This free decay does not require the earlier field to have been weak. Within this model the decay after removal thus gives τ_2 directly, whereas the build-up contains both exponentials. In a real molecule the field also induces a dipole. If the polarizability along u differs from that across it, the build-up gains a part that rises with τ_2 alone, and the weights 3/2 and 1/2 found above no longer hold.

### 15. How weak the field must be

The first correction to the static moment follows from the equation for l = 1. In the steady state it gives p_1 = (x/3)(1 - p_2). With p_2 ≈ x²/15, the relative reduction is x²/15 to leading order.

The relaxation rate in a constant field also changes. Let d_l be a small deviation of p_l from its steady value, and let all deviations decay as exp(-λDt). The first two equations are

(λ - 2)d_1 = (2/3)x d_2,
(6 - λ)d_2 = (6/5)x(d_1 - d_3).

For the slow mode, λ is near 2. The deviation d_2 is then of order x relative to d_1, and d_3 is of order x². To leading order,

d_2 = (6/5)x d_1/4 = (3/10)x d_1.

Inserting this in the first equation gives λ - 2 = x²/5, or

slow rate = 2D(1 + x²/10).

The next correction is of relative order x⁴. This result is for densities symmetric about the field; deviations across the field have not been treated. Diagonalization at x = 0.20 gives 2.0080D, in agreement with 2D(1 + 0.004). In the example the relative shift is 2.1×10⁻⁵, so the field does not noticeably disturb the time it is used to measure.

### 16. When the steps are not small

The factor three depends on small steps. To see how, let the molecule rest between random jumps. The jumps occur independently at mean rate ν, each turns u through the same angle δ, and the azimuth of the jump is uniformly distributed.

The mean of P_l(u'·n) over the possible new directions u' is needed. Take the old direction u as polar axis. The function P_l(u'·n) is an eigenfunction of the Laplacian with eigenvalue -l(l+1). Averaging it over the azimuth removes the azimuthal derivatives, and the average obeys Legendre's equation in c = cosδ. It is a polynomial in c: u'·n contains sinδ multiplied by the cosine of an azimuth, and only even powers of that product survive the average. A polynomial solution is fixed by its value at c = 1, where u' = u. Hence

mean of P_l(u'·n) = P_l(cosδ)P_l(u·n).

Each jump multiplies the correlation by P_l(cosδ). The number k of jumps in time t has the Poisson probability exp(-νt)(νt)^k/k!. Summing over k gives

C_l(t) = Σ exp(-νt)(νt)^k P_l(cosδ)^k/k!
= exp{-νt[1 - P_l(cosδ)]}.

The decay is still exponential, but the ratio of times is

τ_1/τ_2 = [1 - P_2(c)]/[1 - P_1(c)]
= (3/2)(1 - c²)/(1 - c)
= (3/2)(1 + cosδ), for 0 < δ < 180°.

For small δ, section 8 gives 1 - P_l(cosδ) ≈ l(l+1)δ²/4. The rates become l(l+1)D with D = νδ²/4, and the ratio tends to three.

For δ = 60° the formula gives 1.5 × 1.5 = 2.25. A random simulation with one jump per molecule on average gave C_1 = 0.607 and C_2 = 0.326, from which the ratio is 2.25. For δ = 10° the formula gives 2.977 and the simulation 2.98, with a sampling error of about 0.01. Steps of ten degrees thus lower the ratio by less than one per cent from its diffusion value.

As δ approaches 180°, the ratio tends to zero. A complete reversal multiplies the rank-one correlation by P_1(-1) = -1. Since the number of reversals is random, C_1 decays at the rate 2ν, while the alignment of the axis is left unchanged. If instead each jump chose a new direction uniformly over the whole sphere, one jump would erase every rank with l ≥ 1. All rates would equal ν, and the ratio would be one.

### 17. What a measured ratio can tell

A ratio below three is compatible with finite jumps, but does not prove them. The molecule may rotate more easily about one of its own axes than about another, the two measurements may follow different molecular axes, or one of them may contain correlations between molecules. A ratio near three is consistent with isotropic small-step diffusion of a common axis, but does not exclude other processes.

Exponential decay and the factor three are also separate properties. The jump model keeps the first and loses the second. The reverse can occur when each molecule has a fixed D, but D varies from molecule to molecule. The averaged correlation is then a sum of different exponentials. Its integral over time is

∫ C_l dt = <1/D>/[l(l+1)],

provided that the mean of 1/D is finite. The integrated times still have the ratio three, although neither decay is a single exponential.

At sufficiently short times inertia spoils the diffusion law. If the axis first turns smoothly with angular speed w, then Θ ≈ wt, and the small-angle formula gives

1 - C_l ≈ l(l+1)<w²>t²/4.

The true curve starts quadratically, whereas the diffusion result starts linearly. The times τ_1 and τ_2 describe the decay after this initial memory of the angular velocity has gone, provided that the memory lasts a time much shorter than τ_2. Otherwise inertia changes the later decay as well, and it lowers the ratio of the integrated times below three. Most of the numerical values used in these notes are collected in the numerical output below.

Numbers as computed

```
Rotational diffusion constant D = 2.000e+10 1/s
Temperature = 300.0 K
Dipole moment = 6.000e-30 C m
Field = 1.000e+07 V/m
Field parameter x = 0.01449 (dimensionless)
Dipole time tau_1 = 25.000 ps
Rank-two time tau_2 = 8.333 ps
Lowest free rates, finite volume, units of D: 0.0000, 2.0000, 6.0000, 12.0000, 20.0000
Observation time = 10.0 ps, D t = 0.200
C_1 at observation time: finite volume 0.67032, formula 0.67032
C_2 at observation time: finite volume 0.30119, formula 0.30119
C_3 at observation time: finite volume 0.09070, formula 0.09072
tau_1/tau_2 from finite-volume correlations = 3.0000
Static p_1 = x/3 = 4.8286e-03 (dimensionless)
Static p_2 = x^2/15 = 1.3989e-05 (dimensionless)
Switch-on test field parameter x = 0.050
p_1 rise at observation time / (x/3) = 0.3297
p_2 rise at observation time / (x^2/15) = 0.1451
Single-exponential guess 1-exp(-6Dt) = 0.6988
Loss-peak frequency = 6.366 GHz
Normalized response at 10.0 GHz: real 0.2884, loss 0.4530
Slowest rate at x = 0.20: 2.00800 D
Rate-shift coefficient of x^2 = 0.1000
Relative rate shift in example = 2.098e-05
Jump angle 60 deg, mean jumps 1: C_1 0.6069, C_2 0.3255
  tau_1/tau_2: sampled 2.248, formula 2.250
Jump angle 10 deg, mean jumps 50: C_1 0.4686, C_2 0.1046
  tau_1/tau_2: sampled 2.978, formula 2.977
```
